# Worst-Case Thermoelastic Quality Factor of a Flexing Silicon Beam: a program that tests the result

```python
"""
Thermoelastic damping of a flexing silicon beam.
Result under test:  1/Q = Delta * F(omega*tau),  Delta = E alpha^2 T / C,
tau = h^2/(pi^2 chi), chi = k/C, and the smallest Q over all frequencies lies
between 2/Delta and pi^4/(48 Delta), about ten thousand for silicon at 300 K.
E: isothermal Young modulus along the beam (Pa), alpha: linear expansion (1/K),
T: temperature (K), C: heat capacity per volume at constant stress (J/m^3/K),
k: thermal conductivity (W/m/K), h: thickness in the flexing direction (m),
F: sum over odd m of 96/(pi m)^4 * x/(1+x^2) with x = omega*tau/m^2.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

pi = np.pi

# ---------- rough typical inputs for silicon near 300 K ----------
T = 300.0
c11, c12, c44 = 166e9, 64e9, 80e9
alpha, density, c_mass, k_bulk = 2.6e-6, 2330.0, 710.0, 150.0
C = density * c_mass
h, width, length = 20e-6, 40e-6, 700e-6


# ---------- elasticity: full tensor, rotated to the beam axes ----------
def stiffness_matrix(axes):
    """6x6 stiffness (Mandel form); rows of axes: beam, width, flex direction."""
    d = np.eye(3)
    cubic = np.einsum('in,jn,kn,ln->ijkl', d, d, d, d)
    tensor = (c12 * np.einsum('ij,kl->ijkl', d, d)
              + c44 * (np.einsum('ik,jl->ijkl', d, d)
                       + np.einsum('il,jk->ijkl', d, d))
              + (c11 - c12 - 2 * c44) * cubic)
    r = np.array(axes, float)
    r /= np.linalg.norm(r, axis=1)[:, None]
    tensor = np.einsum('ai,bj,ck,dl,ijkl->abcd', r, r, r, r, tensor)
    pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
    s = [1, 1, 1, 2**0.5, 2**0.5, 2**0.5]
    return np.array([[s[a] * s[b] * tensor[pairs[a] + pairs[b]]
                      for b in range(6)] for a in range(6)])


def moduli_and_relaxation(axes):
    """Young modulus, width Poisson ratio, and (adiabatic/isothermal - 1) for
    uniaxial stress and for suppressed strain along the width."""
    iso = stiffness_matrix(axes)
    expansion = alpha * np.array([1, 1, 1, 0, 0, 0.0])
    thermal_stress = iso @ expansion
    c_strain = C - T * expansion @ thermal_stress
    adi = iso + T * np.outer(thermal_stress, thermal_stress) / c_strain
    s_iso, s_adi = np.linalg.inv(iso), np.linalg.inv(adi)
    keep = [0, 2, 3, 4, 5]
    w_iso = np.linalg.inv(iso[np.ix_(keep, keep)])[0, 0]
    w_adi = np.linalg.inv(adi[np.ix_(keep, keep)])[0, 0]
    return (1 / s_iso[0, 0], -s_iso[1, 0] / s_iso[0, 0],
            s_iso[0, 0] / s_adi[0, 0] - 1, w_iso / w_adi - 1)


directions = {'[100]': [(1, 0, 0), (0, 1, 0), (0, 0, 1)],
              '[110]': [(1, 1, 0), (1, -1, 0), (0, 0, 1)],
              '[111]': [(1, 1, 1), (1, -1, 0), (1, 1, -2)]}
det = (c11 - c12) * (c11 + 2 * c12)
s11, s12, s44 = (c11 + c12) / det, -c12 / det, 1 / c44
young, poisson, strength, wide_strength = {}, {}, {}, {}
for name, axes in directions.items():
    e_mod, nu, uniaxial, wide = moduli_and_relaxation(axes)
    l, m, n = np.array(axes[0]) / np.linalg.norm(axes[0])
    e_formula = 1 / (s11 - 2 * (s11 - s12 - s44 / 2)
                     * (l*l*m*m + m*m*n*n + n*n*l*l))
    assert abs(e_mod / e_formula - 1) < 1e-10
    delta = e_formula * alpha**2 * T / C
    # adiabatic minus isothermal modulus, from the full tensors
    assert abs(uniaxial / (delta / (1 - delta)) - 1) < 1e-8
    if name != '[111]':
        assert abs(wide / (delta * (1 + nu) / (1 - nu)) - 1) < 1e-3
    young[name], poisson[name] = e_mod, nu
    strength[name], wide_strength[name] = delta, wide

E, Delta = young['[110]'], strength['[110]']
chi = k_bulk / C
tau = h**2 / (pi**2 * chi)

# ---------- spectral function and its two forms ----------
odd = np.arange(1, 400, 2)
weights = 96 / (pi * odd)**4


def F(x):
    return np.sum(weights * (x / odd**2) / (1 + (x / odd**2)**2))


def F_closed(x):
    xi = pi * np.sqrt(x / 2)
    return 6 / xi**2 - 6 / xi**3 * ((np.sinh(xi) + np.sin(xi))
                                    / (np.cosh(xi) + np.cos(xi)))


# weights from overlap integrals of y with the insulated-face modes
for i in range(3):
    overlap = quad(lambda y: y * np.sin(odd[i] * pi * y), -0.5, 0.5)[0]
    assert abs(overlap**2 / 0.5 / (1 / 12) / weights[i] - 1) < 1e-9
assert abs(weights.sum() - 1) < 1e-7      # truncated tail is about 3e-9
for x in (0.1, 1.0, 10.0):
    assert abs(F_closed(x) / F(x) - 1) < 1e-9


# ---------- direct solution of the coupled heat and stress problem ----------
def grid(thick, cells=200):
    dy = thick / cells
    y = (np.arange(cells) + 0.5) * dy - thick / 2
    lap = (np.diag(-2 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
           + np.diag(np.ones(cells - 1), -1))
    lap[0, 0] = lap[-1, -1] = -1          # insulated faces
    return y, dy, lap / dy**2


def forced_loss(omega, thick, k):
    """1/Q from out-of-phase moment, and from entropy production."""
    y, dy, lap = grid(thick)
    curvature = 1.0
    strain = curvature * y
    matrix = 1j * omega * (C - E * alpha**2 * T) * np.eye(len(y)) - k * lap
    theta = np.linalg.solve(matrix, -1j * omega * alpha * T * E * strain)
    moment = np.sum(y * E * (strain - alpha * theta)) * dy
    gradient = np.diff(theta) / dy
    heat = (2 * pi / omega) * k / (2 * T) * np.sum(abs(gradient)**2) * dy
    stored = 0.5 * moment.real * curvature
    return moment.imag / moment.real, heat / (2 * pi * stored)


def ringdown_loss(x):
    """1/Q of free decay exp(root*t/tau): root^2 + x^2*stiffness(root) = 0,
    x being the isothermal angular frequency times tau. The temperature is
    eliminated by a linear solve at the complex frequency itself."""
    y, dy, lap = grid(h)
    c_strain = C - E * alpha**2 * T
    conduction = tau * k_bulk / c_strain * lap       # time in units of tau
    heating = -E * alpha * T / c_strain * y / h      # K per unit strain y/h
    root = 1j * x
    for _ in range(8):                    # each pass gains a factor near Delta
        theta = np.linalg.solve(root * np.eye(len(y)) - conduction,
                                root * heating)
        stiffness = 1 - alpha * h * np.sum(y * theta) / np.sum(y**2)
        previous, root = root, 1j * x * np.sqrt(stiffness)
    assert abs(root - previous) < 1e-11 * x
    return -2 * root.real / root.imag


for x in (0.1, 1.0, 10.0):
    by_work, by_entropy = forced_loss(x / tau, h, k_bulk)
    assert abs(by_work / by_entropy - 1) < 1e-6
    assert abs(by_work / (Delta * F(x)) - 1) < 1e-3      # grid and order Delta
    assert abs(ringdown_loss(x) / (Delta * F(x)) - 1) < 2e-3

# ---------- worst case ----------
best = minimize_scalar(lambda u: -F(np.exp(u)), bounds=(-3, 3),
                       method='bounded', options={'xatol': 1e-8})
x_peak, F_peak = np.exp(best.x), -best.fun
assert 48 / pi**4 < F_peak < 0.5
Q_worst = 1 / (Delta * F_peak)
assert 2 / Delta < Q_worst < pi**4 / (48 * Delta)
assert 0.8e4 < Q_worst < 1.25e4


def direct_peak(thick, k):
    t = thick**2 * C / (pi**2 * k)
    r = minimize_scalar(lambda u: -forced_loss(np.exp(u) / t, thick, k)[0],
                        bounds=(-1, 1), method='bounded')
    return -r.fun


peak_a, peak_b = direct_peak(h, k_bulk), direct_peak(h / 4, k_bulk / 2)
assert abs(peak_a / peak_b - 1) < 1e-6    # height free of thickness and k
assert abs(peak_a * Q_worst - 1) < 1e-3

# ---------- clamped beam: frequency and mode shape ----------
bl = brentq(lambda z: np.cos(z) * np.cosh(z) - 1, 4, 5)
base = Polynomial([0, 0, 1]) * Polynomial([1, -1])**2
trial = [base * Polynomial([0, 1])**j for j in range(6)]


def inner(p, q):
    return (p * q).integ()(1.0)


stiff = [[inner(p.deriv(2), q.deriv(2)) for q in trial] for p in trial]
mass = [[inner(p, q) for q in trial] for p in trial]
ritz = eigh(np.array(stiff), np.array(mass), eigvals_only=True)[0]
assert abs(ritz / bl**4 - 1) < 1e-5


def beam_frequency(thick, span):
    return bl**2 / (2 * pi * span**2) * np.sqrt(E * thick**2 / (12 * density))


f_beam, f_peak = beam_frequency(h, length), x_peak / (2 * pi * tau)
Q_beam = 1 / (Delta * F(2 * pi * f_beam * tau))

# ---------- photonic nanobeam for contrast ----------
h_nano, L_nano, k_film = 220e-9, 10e-6, 60.0
f_nano = beam_frequency(h_nano, L_nano)
Q_nano = [1 / (Delta * F(2 * pi * f_nano * h_nano**2 * C / (pi**2 * kk)))
          for kk in (k_bulk, k_film)]

# ---------- sizes of neglected effects ----------
sig = (np.cosh(bl) - np.cos(bl)) / (np.sinh(bl) - np.sin(bl))


def bend(s):                              # curvature over (bl/length)^2
    z = bl * s
    return np.cosh(z) + np.cos(z) - sig * (np.sinh(z) + np.sin(z))


bend_total = quad(lambda s: bend(s)**2, 0, 1)[0]
end_share = 2 * quad(lambda s: bend(s)**2, 0, h / (pi * length))[0] / bend_total
# anchor radiation, out-of-phase support compliance taken as 1/(E*width)
shear_slope = 2 * sig * bl                # |d(bend)/ds| at the clamp
step = 1e-5
assert abs((bend(0) - bend(step)) / step / shear_slope - 1) < 1e-3
Q_anchor = 6 * (length / h)**3 * bend_total / shear_slope**2

T_hot, alpha_slope, c_slope = 350.0, 9e-9, 0.9
alpha_hot = alpha + alpha_slope * (T_hot - T)
C_hot = density * (c_mass + c_slope * (T_hot - T))
Q_hot = 1 / (F_peak * E * alpha_hot**2 * T_hot / C_hot)

# free-molecular drag, specular reflection, both faces
pressure = 0.1 * const.torr
m_gas = 28 * const.atomic_mass
drag = 8 * pressure * np.sqrt(m_gas / (2 * pi * const.k * T))
v = 1e-3                                  # plate speed over sqrt(kT/m)


def maxwell(u):
    return np.exp(-u * u / 2) / np.sqrt(2 * pi)


front = quad(lambda u: 2 * (v - u)**2 * maxwell(u), -12, v, epsabs=1e-12)[0]
back = quad(lambda u: 2 * (u - v)**2 * maxwell(u), v, 12, epsabs=1e-12)[0]
drag_kinetic = pressure * (front - back) / v * np.sqrt(m_gas / (const.k * T))
assert abs(drag_kinetic / drag - 1) < 1e-5
Q_gas = density * h * 2 * pi * f_beam / drag
free_path = const.k * T / (2**0.5 * pi * (0.37e-9)**2 * pressure)
assert free_path > 5 * width

# ---------- printed record ----------
print(f"temperature: {T:.0f} K")
print(f"c11, c12, c44: {c11/1e9:.0f}, {c12/1e9:.0f}, {c44/1e9:.0f} GPa")
print(f"expansion coefficient: {alpha*1e6:.2f} ppm/K")
print(f"density: {density:.0f} kg/m^3; specific heat: {c_mass:.0f} J/(kg K)")
print(f"heat capacity per volume C: {C:.4e} J/(m^3 K)")
print(f"conductivity: {k_bulk:.0f} W/(m K); diffusivity: {chi*1e4:.4f} cm^2/s")
print(f"s11, s12, s44: {s11*1e12:.3f}, {s12*1e12:.3f}, {s44*1e12:.3f} 1/TPa")
for name in directions:
    print(f"{name}: E = {young[name]/1e9:.1f} GPa, Delta = {strength[name]:.3e},"
          f" worst Q = {1/(F_peak*strength[name]):.0f}")
print(f"first three weights: {weights[0]:.5f}, {weights[1]:.5f}, {weights[2]:.5f}")
print(f"peak at omega*tau = {x_peak:.4f}; F there = {F_peak:.4f}")
print(f"lower bound on max F, 48/pi^4: {48/pi**4:.4f}")
print(f"[110] bounds on worst Q: {2/Delta:.0f} to {pi**4/(48*Delta):.0f}")
print(f"[110] worst Q, formula: {Q_worst:.0f}; direct solution: {1/peak_a:.0f}")
for x in (0.1, 1.0, 10.0):
    print(f"omega*tau = {x:g}: F = {F(x):.5f}, Q formula = {1/(Delta*F(x)):.0f},"
          f" Q ring-down = {1/ringdown_loss(x):.0f}")
print(f"tine h, width, length: {h*1e6:.0f}, {width*1e6:.0f}, {length*1e6:.0f} um")
print(f"relaxation time tau: {tau*1e6:.4f} us")
print(f"thermal peak frequency: {f_peak/1e3:.1f} kHz")
print(f"clamped-beam root beta*L: {bl:.4f}")
print(f"tine frequency: {f_beam/1e3:.1f} kHz; omega*tau: {2*pi*f_beam*tau:.4f}")
print(f"tine thermoelastic Q: {Q_beam:.0f}")
print(f"adiabatic temperature swing at strain 1e-4: {E*alpha*T*1e-4/C*1e3:.2f} mK")
print(f"nanobeam h: {h_nano*1e9:.0f} nm; length: {L_nano*1e6:.0f} um")
print(f"nanobeam frequency: {f_nano/1e6:.2f} MHz")
print(f"nanobeam thermal peak, bulk k: {x_peak*pi*chi/(2*h_nano**2)/1e9:.2f} GHz")
print(f"nanobeam Q, bulk k: {Q_nano[0]:.2e}")
print(f"nanobeam Q, film k = {k_film:.0f} W/(m K): {Q_nano[1]:.2e}")
for name in ('[100]', '[110]'):
    print(f"wide beam {name}: nu = {poisson[name]:.3f}, Delta ratio = "
          f"{wide_strength[name]/strength[name]:.3f}, worst Q = "
          f"{1/(F_peak*wide_strength[name]):.0f}")
print(f"thermal decay length h/pi: {h/pi*1e6:.2f} um")
print(f"bending energy within h/pi of clamps: {100*end_share:.1f} %")
print(f"slopes: alpha {alpha_slope*1e6:.3f} ppm/K^2, c {c_slope:.1f} J/(kg K^2)")
print(f"at {T_hot:.0f} K: alpha = {alpha_hot*1e6:.2f} ppm/K, worst Q = {Q_hot:.0f}")
print(f"gas pressure: {pressure/const.torr:.1f} Torr; free path: {free_path*1e6:.0f} um")
print(f"gas-limited Q (nitrogen): {Q_gas:.2e}")
print(f"anchor-limited Q, single beam, order of magnitude: {Q_anchor:.0e}")
print("done: every assertion held")
```

Output:

```
temperature: 300 K
c11, c12, c44: 166, 64, 80 GPa
expansion coefficient: 2.60 ppm/K
density: 2330 kg/m^3; specific heat: 710 J/(kg K)
heat capacity per volume C: 1.6543e+06 J/(m^3 K)
conductivity: 150 W/(m K); diffusivity: 0.9067 cm^2/s
s11, s12, s44: 7.670, -2.134, 12.500 1/TPa
[100]: E = 130.4 GPa, Delta = 1.598e-04, worst Q = 12660
[110]: E = 169.7 GPa, Delta = 2.080e-04, worst Q = 9727
[111]: E = 188.7 GPa, Delta = 2.313e-04, worst Q = 8749
first three weights: 0.98553, 0.01217, 0.00158
peak at omega*tau = 1.0028; F there = 0.4942
lower bound on max F, 48/pi^4: 0.4928
[110] bounds on worst Q: 9614 to 9755
[110] worst Q, formula: 9727; direct solution: 9726
omega*tau = 0.1: F = 0.09772, Q formula = 49191, Q ring-down = 49189
omega*tau = 1: F = 0.49418, Q formula = 9727, Q ring-down = 9726
omega*tau = 10: F = 0.10428, Q formula = 46096, Q ring-down = 46093
tine h, width, length: 20, 40, 700 um
relaxation time tau: 0.4470 us
thermal peak frequency: 357.1 kHz
clamped-beam root beta*L: 4.7300
tine frequency: 358.1 kHz; omega*tau: 1.0056
tine thermoelastic Q: 9727
adiabatic temperature swing at strain 1e-4: 8.00 mK
nanobeam h: 220 nm; length: 10 um
nanobeam frequency: 19.30 MHz
nanobeam thermal peak, bulk k: 2.95 GHz
nanobeam Q, bulk k: 7.43e+05
nanobeam Q, film k = 60 W/(m K): 2.97e+05
wide beam [100]: nu = 0.278, Delta ratio = 1.772, worst Q = 7145
wide beam [110]: nu = 0.061, Delta ratio = 1.130, worst Q = 8611
thermal decay length h/pi: 6.37 um
bending energy within h/pi of clamps: 7.0 %
slopes: alpha 0.009 ppm/K^2, c 0.9 J/(kg K^2)
at 350 K: alpha = 3.05 ppm/K, worst Q = 6443
gas pressure: 0.1 Torr; free path: 511 um
gas-limited Q (nitrogen): 7.35e+05
anchor-limited Q, single beam, order of magnitude: 3e+03
done: every assertion held
```
